Etch yield with product redeposition: wafer erosion and primary particle emission

A blanket film with n_b atoms per unit volume is etched in a plasma. Ions strike it with flux Γ, and the film surface recedes at speed v. From v one forms an apparent yield in film atoms lost per ion,

Y_m = n_b v/Γ.

This need not be the number of atoms that an ion ejects, since some ejected product comes back and sticks, and later ions or heat may remove it again. The problem is to relate Y_m to the primary yield Y_p, the mean number of film atoms emitted per ion striking bare surface.

The example is a chromium film in a Cl₂/O₂ plasma at 10 mTorr, where the product is taken to be CrO₂Cl₂. Its parameters are rough round values. Each product particle carries one film atom, and at first no other process removes or supplies film atoms.

**(a) A product leaving the wafer reaches it again with probability r, and on each arrival it sticks with probability s. If it does not stick, it leaves again and forgets its past. Find the probability ρ that it finally sticks.**

Solution. After one departure, the particle returns and sticks with probability rs. With probability r(1−s) it returns and bounces, and is then in its initial situation. Hence

ρ = rs + r(1−s)ρ,

ρ = rs/(1 − r + rs).

The remaining probability is loss to the pump or to other surfaces:

1 − ρ = (1−r)/(1−r+rs).

For s = 1 the two probabilities r and ρ coincide. For small s they can differ greatly, because most returns end in a bounce.

**(b) Opposite the wafer, at distance L, lies a plate that removes an arriving product with probability w. Both surfaces re-emit diffusely, and the gas scatters isotropically with transport mean free path λ. Lateral loss is neglected. Find ρ.**

Solution. Let T be the probability that a particle emitted diffusely from one surface crosses the gap before returning to that surface. To find T, send unit flux upward from the wafer and let the far side absorb everything. In the diffusion approximation the density per unit direction cosine μ is (n + 3μJ/v̄)/2, where n is the product density, J its net flux and v̄ its mean speed. Integrating v̄μ times this density over each half-range of μ gives the one-way fluxes

J₊ = nv̄/4 + J/2,  J₋ = nv̄/4 − J/2.

At the wafer J₊ = 1, so n(0)v̄/4 = 1 − J/2. At the far side J₋ = 0, so n(L)v̄/4 = J/2. With diffusion coefficient λv̄/3,

J = (λv̄/3)[n(0) − n(L)]/L = (4λ/3L)(1 − J).

Solving for J, which equals T for unit input,

T ≈ 1/(1 + 3L/4λ).

This is approximate, since the angular distribution near a surface is not of the assumed form.

Now count events per product originally emitted. Let A_w and A_p be the mean numbers of arrivals at wafer and plate, and E_w and E_p the departures:

E_w = 1 + (1−s)A_w,  E_p = (1−w)A_p,

A_w = (1−T)E_w + TE_p,  A_p = TE_w + (1−T)E_p.

The probability of loss at the plate is F = wA_p = 1 − ρ. Since A_p − E_p = wA_p, the last balance gives F = T(E_w − E_p), while E_p = (1−w)F/w. Therefore

E_w = E_p + F/T = F(1/T + 1/w − 1).

The third balance gives E_w − A_w = T(E_w − E_p) = F, so

A_w = E_w − F = FG,  G = 1/T + 1/w − 2 ≈ 1/w − 1 + 3L/4λ.

Every arrival sticks with probability s, so ρ = sA_w = sG(1−ρ), and

ρ = sG/(1 + sG).

If nothing sticks to the wafer, F = 1 and A_w = G: thus G is the mean number of returns without sticking. Setting s = 1 gives r = G/(1+G), which agrees with part (a).

In the example L = 4.0 cm, λ = 0.828 cm, s = 0.10 and w = 0.50. Then

G = 2 − 1 + 0.75 × 4.828 = 4.62,

ρ = 0.462/1.462 = 0.316,

although r = 0.822. A random-flight simulation gives T = 0.213, against 0.216 from the formula, and ρ = 0.317 with a sampling error of about 0.002. The more accurate T inserted in G gives ρ = 0.319, so the third digit of ρ, and of the yields computed from it below, lies within the error of the diffusion approximation.

**(c) Redeposited product covers a fraction θ of the n_s surface sites per unit area. On fully covered surface each ion would desorb Y_d products, and each product also desorbs thermally at rate ν. Write the atom budget and the equation for θ.**

Solution. Thermal desorption removes νn_sθ products per unit area and time, or νn_sθ/Γ per ion. The two secondary processes therefore combine into

D = Y_d + νn_s/Γ.

Let covered sites give no primary emission. The total emission per ion is

Y_E = Y_p(1−θ) + Dθ.

Of this, ρY_E returns for good and (1−ρ)Y_E is lost. Atom conservation thus fixes the loss from the film together with its product layer at (1−ρ)Y_E per ion, at every stage of the etch. In the steady state the layer is constant and the loss appears wholly as recession:

Y_m = (1−ρ)Y_E.

Three yields are now distinct: Y_p describes one kind of event, Y_E counts all departures after emission or desorption, and Y_m is the net loss. Bounces off the surface are not counted in Y_E.

To find θ, a landing rule is needed. Let products land uniformly at random, with sticking independent of coverage. Landing on a bare site covers it. Landing on a covered site buries the older product, which becomes part of the film, so the coverage does not change. With φ = Γt/n_s, the number of ions per site,

dθ/dφ = ρ(1−θ)Y_E − Dθ.

The product (1−θ)Y_E is justified for a large area because the landing place is independent of the place of emission. The equation also takes the flight time to be short compared with the time in which θ changes; this is checked in part (h).

**(d) Find the steady apparent yield, and invert the result to obtain Y_p from Y_m.**

Solution. Put x = θ/(1−θ), so that 1−θ = 1/(1+x) and

Y_E = (Y_p + Dx)/(1+x).

Dividing the steady balance ρ(1−θ)Y_E = Dθ by 1−θ gives ρY_E = Dx. Inserting Y_E,

ρ(Y_p + Dx) = Dx(1+x),

Dx² + D(1−ρ)x − ρY_p = 0.

For positive Y_p, D and ρ the product of the roots, −ρY_p/D, is negative. There is one positive root, hence one coverage between 0 and 1:

x = ½{√[(1−ρ)² + 4ρY_p/D] − (1−ρ)}.

Since Y_m = (1−ρ)Y_E = (1−ρ)Dx/ρ,

Y_m = [(1−ρ)D/(2ρ)]{√[(1−ρ)² + 4ρY_p/D] − (1−ρ)}.

For the inverse, solve the quadratic for Y_p and use D x/ρ = Y_m/(1−ρ):

Y_p = (Dx/ρ)(x + 1 − ρ) = Y_m + Y_m x/(1−ρ).

With x = ρY_m/[(1−ρ)D] this becomes

Y_p = Y_m + ρY_m²/[(1−ρ)²D].

The correction is quadratic in the measured yield and requires both ρ and D.

In the example Y_p = 1.00 and Y_d = 2.00. A desorption energy of 0.90 eV and a prefactor of 10¹³ s⁻¹ give ν = 0.180 s⁻¹ at 330 K. With n_s = 1.914×10¹⁵ cm⁻² and Γ = 3.121×10¹⁵ cm⁻² s⁻¹ the thermal part of D is 0.110, so D = 2.110. Then

√(0.684² + 4 × 0.316/2.110) = 1.033,

x = (1.033 − 0.684)/2 = 0.174,  θ = 0.149,

Y_m = 0.797 atoms per ion.

The budget per ion is 0.851 atoms from bare surface plus 0.313 desorbed products, or Y_E = 1.165 within rounding. Of these, 0.368 redeposit and 0.797 are lost. A simulation that follows individual film atoms on 4000 sites through 400,000 ions, after a run-in, gives Y_m = 0.797, Y_E = 1.165 and θ = 0.149. The inverse formula applied to its Y_m returns Y_p = 1.000.

**(e) A proposed correction for redeposition divides the measured yield by the escape probability 1−ρ. What does this give? Order the three yields and find the limits of weak return, fast desorption and slow desorption.**

Solution. The quotient Y_m/(1−ρ) is Y_E, the total emission. Its difference from the primary yield is

Y_E − Y_p = (D − Y_p)θ.

For ρ > 0, and hence θ > 0, the division gives Y_p if and only if D = Y_p. It overestimates Y_p when D > Y_p and underestimates it when D < Y_p.

The net yield can also be written as primary loss minus burial. Using Dθ = ρ(1−θ)Y_E in the expression for Y_E,

Y_m = Y_p(1−θ) + ρ(1−θ)Y_E − ρY_E = Y_p(1−θ) − θρY_E.

Thus Y_m < Y_p for ρ > 0. Secondary desorption can raise the total emission above the primary yield, but cannot raise the net erosion above it: it returns to the gas atoms that had already been emitted.

In the example, taking Y_m itself for the primary yield gives 0.797, which is 20% below the true 1.00. Dividing by 0.684 gives 1.165, about one sixth above it.

The limits follow from the inverse formula.

Weak return, ρ → 0: to first order the last term is ρY_m²/D, and Y_m may be replaced there by Y_p. Hence

Y_m ≈ Y_p(1 − ρY_p/D).

The loss factor is not 1−ρ unless D = Y_p, because the damage done by a returned atom depends on how long it blocks the surface.

Fast desorption, D → ∞ at fixed ρ < 1: Y_m stays below Y_p, so the correction term vanishes and Y_m → Y_p. Products may return repeatedly, but they occupy the surface too briefly to protect it.

Slow desorption, D → 0 at fixed ρ > 0: the correction term can stay finite only if Y_m → 0. Then Y_p is balanced by that term alone, and

Y_m ≈ (1−ρ)√(Y_pD/ρ).

The surface becomes covered and erosion stops in the limit, although the primary yield of bare surface is unchanged.

Between these limits, with Y_p = 1.00 and ρ = 0.316 held fixed, the formula gives:

D = 0.5: Y_E = 0.828, Y_m = 0.566
D = 1.0: Y_E = 1.000, Y_m = 0.684
D = 4.0: Y_E = 1.274, Y_m = 0.872

**(f) Etching starts on a surface free of product. Find the initial loss per ion and the rate at which the steady state is approached.**

Solution. At θ = 0 the emission is Y_p, so the initial loss per ion is (1−ρ)Y_p. In the example this is 0.684, below the steady value 0.797. The loss per ion is always (1−ρ)Y_E, and here Y_E grows as product accumulates, because a covered site emits more per ion than a bare one (D > Y_p). For D < Y_p the order is reversed: the loss starts high and falls to its steady value.

For the approach, expand the right side of the coverage equation:

f(θ) = ρ(Y_p−D)θ² − [2ρY_p + (1−ρ)D]θ + ρY_p.

Since f(0) = ρY_p > 0 and f(1) = −D < 0, and there is one root between, f crosses zero downward there. The steady state is stable. At a root of aθ² − bθ + c the slope has magnitude √(b² − 4ac), and here

b² − 4ac = [2ρY_p + (1−ρ)D]² − 4ρ²Y_p(Y_p − D)
= 4ρ(1−ρ)Y_pD + (1−ρ)²D² + 4ρ²Y_pD
= (1−ρ)²D² + 4ρY_pD.

Small departures from the steady coverage therefore decay as exp(−κφ), with

κ = √[(1−ρ)²D² + 4ρY_pD].

The corresponding time is n_s/(Γκ), or 0.281 s in the example. An etch lasting many such times measures the steady Y_m; a much shorter exposure gives a value nearer to (1−ρ)Y_p, provided the returned product is counted with the film. The steady product layer contains as many chromium atoms as 0.034 nm of film, so its build-up matters little to a thickness change of several nanometres.

**(g) The burial rule is an assumption. Solve the opposite case, in which products stack without becoming film and each covered site still releases product at the same rate.**

Solution. Now every landing adds to the stock of product, and a steady stock requires

ρY_E = Dθ.

Substitution in Y_E = Y_p(1−θ) + Dθ gives (1−ρ)Y_E = Y_p(1−θ), which is also Y_m. No film is rebuilt by burial, so the net loss equals primary emission from the bare part. Eliminating Y_E,

Dθ = ρY_p(1−θ)/(1−ρ),

θ = ρY_p/[ρY_p + (1−ρ)D],

Y_m = Y_p(1−ρ)D/[ρY_p + (1−ρ)D].

For weak return this again gives Y_p(1 − ρY_p/D), because landings on covered sites are then of second order in ρ. In the example

Y_m = 0.684 × 2.110/(0.316 + 0.684 × 2.110) = 0.820,

and the atom-by-atom simulation with stacking also gives 0.820. Changing the rule raises the net yield by 3% relative to the burial result. The direction of the change depends on D. The stacking result can be written Y_p = Y_m + ρY_pY_m/[(1−ρ)D]. Comparison with the inverse in part (d) shows that the two rules agree when Y_m = (1−ρ)Y_p, which is the case D = Y_p. For D < Y_p stacking gives the lower net yield, and for D → 0 that yield falls as D instead of √D.

**(h) Convert the example to an etch rate, find the effect of ion flux, and judge the neglected processes.**

Solution. A bcc lattice constant of 0.288 nm gives n_b = 2/(0.288 nm)³ = 8.372×10²² cm⁻³. The recession speed is

v = Y_mΓ/n_b = 0.797 × 3.121×10¹⁵/(8.372×10²²) cm/s,

or 17.8 nm/min. If each primary emission were a net loss, the rate would be 22.4 nm/min.

Lower the ion flux tenfold, holding ion energy, gas, temperatures and sticking fixed. The thermal part of D rises tenfold, from 0.110 to 1.10, because more time passes between ions. The apparent yield rises from 0.797 to 0.845, while Y_p is unchanged by construction. A flux dependence of Y_m is therefore not by itself evidence that the primary yield depends on flux.

The time a product spends in the gas decides whether electrons can alter it. In a uniform, isotropic gas between the plates there are nL particles per unit area, and the two surfaces together emit 2(nv̄/4). The mean flight time per departure is thus nL/(nv̄/2) = 2L/v̄; by symmetry it is the same from either plate. Part (b) gives

E_w + E_p = 1 + (1−s)ρ/s + (1−w)(1−ρ)/w = 4.53

departures per product. With v̄ = 233.8 m/s the total stay is 4.53 × 8.0 cm/v̄ = 1.55 ms. This is far below 0.281 s, as assumed in part (c).

The electron density is estimated from Γ = 0.6n_e u_B, where u_B is the Bohm speed of Cl₂⁺ at an electron temperature of 3 eV. This gives n_e = 2.57×10¹⁰ cm⁻³. The factor 0.6 applies to a presheath in which collisions and negative ions are unimportant. Neither condition is assured in this gas at 10 mTorr, so n_e and the two estimates below are only rough. Rough rate coefficients k₀exp(−E/T_e), with k₀ = 10⁻⁷ cm³/s and thresholds E of 11 eV for ionisation and 4 eV for dissociation, then give:

- About 10% of the product is ionised. If all of it returned and stuck, Y_m would fall to roughly 0.74; this estimate uses the mean stay for every product. Products that would escape stay longer than the mean, and allowing for this gives 0.73.
- Dissociation occurs about once per stay. The value s = 0.10 must therefore stand for a mixture of fragments. If the effective s were 0.2 or 0.5, Y_m would be 0.647 or 0.405, with the other inputs fixed. Gas-phase dissociation at this rate reaches only the lower value. If the product leaves as parent with s = 0.10, about half of it dissociates before it is lost. Fragments with the same λ and w that stick with probability 0.5 or 1 then give an effective s of 0.20 or 0.25, and Y_m of about 0.64 or 0.58.

Loss at the wafer edge acts the other way. For a wafer of radius 15 cm, a random-flight estimate that removes every product found beyond the edge gives ρ = 0.237 as an average over the wafer. Inserting this mean in the formula for a uniform surface gives Y_m = 0.858. This is a wafer average: the local value runs from about 0.80 at the centre to about 0.95 near the rim. Product makes up just under 1% of the gas near the wafer. Setting nv̄/4 equal to the arriving flux alone gives the 0.81% of the output; the mean of the arriving and departing fluxes, which part (b) requires, gives 0.90%. Dilution of the etchant is small on either estimate. Spontaneous etching would add to the measured recession without belonging to ion-induced emission: each 1 nm/min, if simply additive, would count as 0.045 atoms per ion. For real chromium in Cl₂/O₂, neutral-driven chemistry can carry much of the etch rate, so this term need not be small.

The computed etch rate is an illustration, not a prediction for a real chromium film, because Y_p, Y_d, s and w were chosen, not measured. The gap width matters too: with lateral loss still neglected, a gap wider than 4 cm would raise G and hence ρ. Real masks are also patterned, which changes both the supply of product and the surfaces on which it lands; that effect is not computed here. Among the effects sized above, the assumption of one weakly sticking product is the most serious: sticky fragments formed at the estimated dissociation rate lower the net yield by 20 to 27%, and halving it would need the emitted species as a whole to stick with s near 0.5. To infer Y_p from wafer erosion under such conditions, one needs independent knowledge of the return and desorption of the actual fragments. The inputs and most of the results are listed in the numerical output below.

Numbers as computed

```
Gas pressure: 10.0 mTorr
Gas temperature: 400 K
Wafer temperature: 330 K
Transport cross-section: 5.0e-15 cm2
Gap, wafer radius: 4.0, 15.0 cm
Sticking s on wafer, loss w on plate: 0.10, 0.50
Ion current density: 0.50 mA/cm2
Yp, ion-driven Yd: 1.00, 2.00 atoms/ion
Desorption energy, prefactor: 0.90 eV, 1e+13 1/s
Cr lattice constant (bcc): 0.288 nm
Cr atomic density: 8.372e+22 1/cm3
Surface site density: 1.914e+15 1/cm2
Ion flux: 3.121e+15 1/(cm2 s)
Gas density: 2.414e+14 1/cm3
Transport mean free path: 0.828 cm
Gap / mean free path: 4.828
Slab transmission, formula / flights: 0.2164 / 0.2134
Mean wafer returns G without sticking: 4.621
Return probability r per departure: 0.822
Final sticking rho, formula / flights: 0.3161 / 0.3172
Thermal desorption rate: 0.180 1/s
Thermal part of D: 0.110 atoms/ion
Secondary yield D: 2.110 atoms/ion
Product coverage theta: 0.149
Primary emission from bare part: 0.851 atoms/ion
Secondary desorption: 0.313 atoms/ion
Total emission YE: 1.165 atoms/ion
Redeposited: 0.368 atoms/ion
Redeposited and buried: 0.055 atoms/ion
Apparent yield Ym: 0.797 atoms/ion
Simulated Ym, YE, theta: 0.797, 1.165, 0.149
Yp recovered from simulated Ym: 1.000 atoms/ion
Recession rate from Ym: 17.82 nm/min
Rate if Yp were the net yield: 22.36 nm/min
Fresh-surface yield (1-rho)Yp: 0.684 atoms/ion
Same, simulated over a short dose: 0.693 atoms/ion
Relaxation time: 0.281 s
Product layer as Cr thickness: 0.034 nm
For D=0.5: theta, YE, Ym = 0.344, 0.828, 0.566
For D=1.0: theta, YE, Ym = 0.240, 1.000, 0.684
For D=4.0: theta, YE, Ym = 0.091, 1.274, 0.872
Ym at one tenth of the ion flux: 0.845 atoms/ion
Ym with stacking, no burial: 0.820 atoms/ion
Same, simulated: 0.820 atoms/ion
With open wafer edge: rho, Ym = 0.237, 0.858
Mean thermal speed of CrO2Cl2: 233.8 m/s
Mean product stay in gas: 1.55 ms
Electron temperature, density: 3.0 eV, 2.57e+10 1/cm3
Rate prefactor: 1e-07 cm3/s; ionisation, dissociation thresholds: 11, 4 eV
Ionised share of product (estimate): 0.097
Ym if all ionised product stuck: 0.740 atoms/ion
Dissociations per product stay: 1.05
For s=0.2: rho, Ym = 0.480, 0.647
For s=0.5: rho, Ym = 0.698, 0.405
Yield equal to 1 nm/min spontaneous etch: 0.045 atoms/ion
Product share of gas near wafer: 0.81 %
```
